Heavy-Hole and Light-Hole Momentum Matrix Elements in a Quantum Well, part 2

A zincblende quantum well is grown along z. How strongly does light with its field in the plane (TE) or along z (TM) couple the conduction subbands to the heavy-hole (HH) and light-hole (LH) subbands, and what does this mean for gain?

Hartree atomic units are used. The in-plane wavevector is k, and e is the unit polarisation vector. The strength S(e) is |⟨c|e·p|v⟩|² summed over both conduction spins and both valence partners. By part (a), for parabolic subbands the gain spectrum in frequency ω starts at the edge energy E₀ with a step proportional to S at k = 0.

The s-like conduction orbital S and the valence orbitals X, Y, Z obey ⟨S|p_i|j⟩ = p δ_ij, with spin conserved. The valence states are

HH+ = −(X + iY)↑/√2, HH− = (X − iY)↓/√2,

LH+ = [2Z↑ − (X + iY)↓]/√6, LH− = [2Z↓ + (X − iY)↑]/√6,

and the split-off SO+ = [Z↑ + (X + iY)↓]/√3 with its time-reversed partner.

The spin-orbit coupling is (2Δ/3) L·S, with splitting Δ, orbital angular momentum L and spin S. J = L + S is 3/2 for HH and LH. Z has L_z = 0, X + iY has L_z = 1, and L₋(X + iY) = −2Z, where L₋ = L_x − iL_y.

Part (b) factored each matrix element into a cell average and an overlap of envelopes F, written O_hh or O_lh. At k = 0,

S_TE(HH) = |p|²O_hh², S_TM(HH) = 0,

S_TE(LH) = |p|²O_lh²/3, S_TM(LH) = 4|p|²O_lh²/3.

In part (e), crystal symmetry and time reversal selected the allowed terms of the J = 3/2 Hamiltonian. With hole energy counted downwards, k_z = −i d/dz, Luttinger parameters γ and hole barrier V_h, at k = 0

H = ½[γ₁ + (5/2)γ₂ − 2γ₂J_z²] k_z² + V_h(z).

The masses along z are 1/(γ₁ − 2γ₂) for HH and 1/(γ₁ + 2γ₂) for LH.

### (g) Any direction of the field

Leave the overlaps aside. Find the strengths when e makes an angle θ with z, and compare them with the bulk. What does a guided TM mode see if its field also has a small component along the direction of travel?

**Solution.** For the heavy hole,

⟨S↑|e·p|HH+⟩ = −p(e_x + ie_y)/√2, ⟨S↓|e·p|HH−⟩ = p(e_x − ie_y)/√2.

The sum of squares is

S(HH) = |p|²(|e_x + ie_y|² + |e_x − ie_y|²)/2 = |p|²(|e_x|² + |e_y|²).

The cross terms cancel between the two partners, so this form also holds for complex e. For a real unit vector it is |p|² sin²θ.

The light-hole state LH+ reaches both conduction spins:

⟨S↓|e·p|LH+⟩ = −p(e_x + ie_y)/√6, ⟨S↑|e·p|LH+⟩ = 2p e_z/√6.

For real e the squares are |p|² sin²θ/6 and 2|p|² cos²θ/3. The partner LH− doubles both, so

S(LH) = |p|²(sin²θ + 4cos²θ)/3 = |p|²(1 + 3cos²θ)/3.

For the split-off pair the same steps give

S(SO) = 2|p|²(sin²θ/3 + cos²θ/3) = 2|p|²/3,

which is the same in every direction. The three add up to

|p|²[sin²θ + 1/3 + cos²θ + 2/3] = 2|p|².

This total must be independent of direction. The six valence states are a complete set for the orbitals X, Y, Z with spin, so each conduction spin contributes |p|²(e_x² + e_y² + e_z²) = |p|². Spin-orbit coupling and confinement therefore share out a fixed strength among the bands. Since the split-off strength is the same in every direction, what the heavy hole lacks in TM is found in the light hole.

In the bulk one may average over directions. The mean of sin²θ over the sphere is 2/3 and that of cos²θ is 1/3. Both HH and LH then have a mean strength of 2|p|²/3, or |p|²/3 for one conduction spin. Relative to this bulk value, the well at k = 0 has the factors 3/2 for HH in TE, 1/2 for LH in TE, 0 for HH in TM and 2 for LH in TM, before the overlaps are applied.

A guided TM mode with a field component e_x along its direction of travel has the heavy-hole strength |p|²|e_x|². It is small if that component is small, but it is not zero. The TM zero belongs to the field component along z.

### (h) Numbers for a model well

Take a well of width L = 150 bohr with barriers of 0.010 hartree for electrons and 0.005 hartree for holes. The electron mass is 0.07, γ₁ = 7, γ₂ = 2, γ₃ = 3 and |p|² = 0.45 in atomic units. These are round model values. Find the strengths of the transitions from the first electron level E1 to the first heavy-hole and light-hole levels, HH1 and LH1.

**Solution.** The hole masses along z are

m_hh = 1/(7 − 4) = 0.3333, m_lh = 1/(7 + 4) = 0.0909.

With one mass m in well and barrier, the lowest envelope is cos qz inside and a decaying exponential exp(−κ|z|) outside, where

q² = 2mE, κ² = 2m(V − E).

Here V is the barrier height. Continuity of F and dF/dz at z = L/2 requires

q tan(qL/2) = κ.

The solutions are 0.001676 hartree for E1, 0.000432 hartree for HH1 and 0.001131 hartree for LH1. As a check for the electron, q = √(2 × 0.07 × 0.001676) = 0.01532, so qL/2 = 1.149 and q tan(qL/2) = 0.0341. On the other side, κ = √(2 × 0.07 × 0.008324) = 0.0341.

The squared overlaps are 0.98745 for E1–HH1 and 0.99462 for E1–LH1. The strengths in atomic units are therefore

HH1, TE: 0.45 × 0.98745 = 0.444,

HH1, TM: 0,

LH1, TE: 0.45 × 0.99462/3 = 0.149,

LH1, TM: 4 × 0.45 × 0.99462/3 = 0.597.

A separate calculation, which diagonalises the four-band hole Hamiltonian in the well without presupposing pure heavy or light states, passed a test against these formulas.

For a given width, q alone fixes the shape of the lowest envelope, because κ = q tan(qL/2). The overlaps are close to 1 because the three values of q are similar: 0.0153 per bohr for the electron, 0.0143 for the light hole and 0.0170 for the heavy hole. The light hole's value is the nearer to the electron's, and its overlap is slightly better. The ratio of LH1 in TM to HH1 in TE is 1.343, slightly above the value 4/3 that equal overlaps would give.

The levels HH1 and LH1 are separated by 0.000699 hartree, or 19.0 meV. At the zone centre, the transition that is strong in TM thus needs a photon energy 19.0 meV higher than the one that is strong in TE. In this well HH1 is the first hole level to be filled, and its edge favours TE gain. An arrangement that brought LH1 to the top of the valence band would favour TM at the edge, by a factor of 4 in strength as long as the light hole remains a pure J = 3/2 state.

### (i) When the split-off band is not far away

So far the light hole was a pure J = 3/2 state. Add to the spin-orbit coupling a uniform tetragonal energy τL_z², such as biaxial strain in the plane produces. It raises the electron energy of X and Y by τ relative to Z. Find the strengths for finite Δ.

**Solution.** Both L·S and L_z² conserve J_z. Among the six valence states just one has J_z = 3/2, namely HH+, and one has J_z = −3/2. They have nothing to mix with. The heavy-hole strengths, including the TM zero, are unchanged.

Two states have J_z = 1/2. Take them as a = Z↑ and b = (X + iY)↓/√2, and write

L·S = L_zS_z + (L₊S₋ + L₋S₊)/2.

Since a has L_z = 0, its diagonal element is 0. For b it is (1)(−1/2) = −1/2. From L₋(X + iY) = −2Z one finds L₋S₊ b = −√2 a, so the off-diagonal element is −1/√2. Multiplication by 2Δ/3 and addition of the tetragonal term give

E_a = 0, E_b = τ − Δ/3, coupling = −√2Δ/3.

The light hole is the upper eigenstate. With half the energy difference d = (E_a − E_b)/2 = (Δ/3 − τ)/2, the standard two-state result for the weight of a in the upper state is

w = ½[1 + d/√(d² + 2Δ²/9)].

For τ = 0, d = Δ/6 and the root is √(Δ²/36 + 8Δ²/36) = Δ/2. Then w = ½(1 + 1/3) = 2/3, the Z weight of LH+ found before.

For e along z only a contributes, with |p|²w for each partner. For e along x only b contributes, with ⟨S↓|p_x|b⟩ = p/√2. Summed over partners,

S_TM(LH) = 2w|p|², S_TE(LH) = (1 − w)|p|².

At w = 2/3 these are 4|p|²/3 and |p|²/3, as they should be.

Take Δ = 0.010 hartree. For τ = +0.001 hartree, w = 0.620, and the strengths are 1.240|p|² in TM and 0.380|p|² in TE. For τ = −0.001 hartree, w = 0.709, and they are 1.418|p|² and 0.291|p|². A tetragonal energy of a tenth of Δ thus changes the TM strength by about 7 per cent of 4|p|²/3 in one case and 6 per cent in the other.

The limits are clear from w. When τ is positive and much larger than Δ, w tends to 0 and the light hole also loses its TM coupling, because Z has been pushed away from the top of the band. When τ is large and negative, w tends to 1, and the top state is nearly pure Z with TM strength 2|p|². The fractions 1/3 and 4/3 need |τ| ≪ Δ, while the heavy-hole zero does not. Confinement also shifts Z relative to X and Y, in the same sense as a positive τ, so these fractions need confinement energies that are small compared with Δ as well. The light-hole numbers of part (h) assume a distant split-off band. With Δ = 0.010 hartree in the same well, the E1–LH1 strengths become about 0.169 in TE and 0.558 in TM in place of 0.149 and 0.597, while the heavy-hole TM zero stays.

### (j) Away from the zone centre

Carriers in a working device occupy a range of k. With the split-off band again far away, and with the conduction states taken as purely s-like at every k, find how the TM strength of E1–HH1 starts to grow with k, taken along x. Do this for a symmetric well, and then for one with an electric field along z.

**Solution.** The symmetry argument of part (e), applied to all three directions, allows k_i²J_i² and the products of k_ik_j with J_iJ_j + J_jJ_i. The hole Hamiltonian for wavevector k along x is

H = ½[γ₁ + (5/2)γ₂](k² + k_z²) − γ₂(k²J_x² + k_z²J_z²) − γ₃k k_z(J_xJ_z + J_zJ_x) + V_h(z).

Two terms mix heavy and light holes. Between J_z = 3/2 and 1/2 the element of J_x is √3/2, so that of J_xJ_z + J_zJ_x is (1/2 + 3/2)(√3/2) = √3. The mixing term linear in k is

−√3 γ₃ k k_z.

Between 3/2 and −1/2, J_x² has the element (√3/2)(1) = √3/2. The mixing term quadratic in k is

−(√3/2) γ₂ k².

The linear term contains k_z = −i d/dz, which changes the parity of the envelope. In a symmetric well HH1 is even, so this term admixes odd light-hole envelopes. Their overlap with the even envelope of E1 is zero, and the TM amplitude has no part linear in k. Acting twice, the linear term leads back to heavy holes, since J_xJ_z + J_zJ_x has no element between 1/2 and −1/2. The first contribution comes from the quadratic term, which admixes even light-hole envelopes n. Let O_n be the overlap of n with E1, and ⟨n|HH1⟩ its overlap with the envelope of HH1. First-order perturbation theory, with ⟨S↓|p_z|LH−⟩ = √(2/3) p, gives the magnitude of the amplitude:

|M| = √(2/3) |p| (√3/2) γ₂k² |Σ_n O_n⟨n|HH1⟩/(E_n − E_HH1)|.

The square of the numerical factor is (2/3)(3/4) = 1/2, and the two partners double it. To leading order in k,

S_TM = |p|²γ₂²k⁴ |Σ_n O_n⟨n|HH1⟩/(E_n − E_HH1)|².

For an estimate, keep n = LH1 and set both overlaps to 1. At k = 0.005 per bohr, γ₂k² = 5.0×10⁻⁵ hartree. Division by 0.000699 hartree gives 0.0715, and S_TM ≈ 0.45 × 0.0715² = 2.3×10⁻³. The four-band calculation gives 2.6×10⁻³. At k = 0.010 per bohr the same estimate is 16 times larger, 0.037, while the calculation gives 0.055, so the leading order is no longer accurate there. At k = 0.020 per bohr the TM strength of the lowest hole subband is 0.279. It exceeds the TE strength of 0.216, averaged over x and y. The name heavy hole then says little about the polarisation.

A field along z pulls electron and hole towards opposite sides, and the envelopes lose their parity. The light-hole envelopes admixed by the linear term can now overlap with E1. The amplitude starts as k and the strength as k², unless the sum over admixed states happens to cancel. The powers measured at small k are 4.007 without a field and 2.003 with a field of 5×10⁻⁶ atomic units, and both passed the test against 4 and 2.

At k = 0 both mixing terms vanish, so the TM zero survives the field, as the calculation confirms to rounding error. The TE strength there falls from 0.444 to 0.432 because the envelopes overlap less. The field does not raise the TM strength at every k. At 0.005 per bohr it is 2.9×10⁻³ with the field against 2.6×10⁻³ without, but at 0.010 per bohr it is 0.053 against 0.055.

For the gain near the edge energy E₀, with nearly parabolic subbands, k² is proportional to ω − E₀. The step of part (a) then carries the strength at that magnitude of k, averaged over its directions in the plane. For k at an angle φ to x, the factor γ₂² in the leading-order S_TM of the symmetric well becomes γ₂²cos²2φ + γ₃²sin²2φ. Along [110] the strength is thus (γ₃/γ₂)² = 2.25 times that along x, and the average over φ replaces γ₂² by (γ₂² + γ₃²)/2. The power of k does not change. In TE the E1–HH1 gain starts with a finite step. In TM it starts from zero, growing as (ω − E₀)² in the symmetric well and as ω − E₀ with the field, as long as the occupations vary little over that range. The linear law with the field covers only a narrow range. For the field used here and k along x, the k² and k⁴ parts are equal near k = 0.002 per bohr, about 1 meV above the edge, and beyond that the growth is faster than linear. The absence of TM gain is thus a statement about the zone centre. At higher carrier density, where larger k are inverted, the same pair of subbands does contribute to TM gain. The remaining values are in the numerical output below.

Computed values

```
Bloch strengths in units of |p|^2, summed over spins and partners
  HH: TE = 1.0000, TM = 0.0000
  LH: TE = 0.3333, TM = 1.3333
  SO: TE = 0.6667, TM = 0.6667
Bulk average per band and conduction spin = 0.3333 |p|^2
Well width = 150 bohr
Barriers: electron 0.010, hole 0.005 hartree
Electron mass = 0.07 electron masses
Luttinger parameters = 7, 2, 3
Masses along z: HH 0.3333, LH 0.0909 electron masses
|p|^2 = 0.45 a.u.
Confinement energy E1  = 0.001676 hartree
Confinement energy HH1 = 0.000432 hartree
Confinement energy LH1 = 0.001131 hartree
LH1 - HH1 = 0.000699 hartree = 19.0 meV
Envelope overlaps: E1-HH1 0.99371, E1-LH1 0.99731
Squared overlaps:  E1-HH1 0.98745, E1-LH1 0.99462
Factorisation test: cell period 10 bohr, relative error 2.6e-05
Well strengths at k = 0 from the four-band calculation, a.u.
  E1-HH1: TE = 0.4444, TM = 0.0000
  E1-LH1: TE = 0.1492, TM = 0.5968
  LH1 TM / HH1 TE = 1.3430
E1-HH1 strengths at finite k along [100], symmetric well, a.u.
  k = 0.005 1/bohr: TE = 0.4370, TM = 2.578e-03
  k = 0.010 1/bohr: TE = 0.3901, TM = 5.549e-02
  k = 0.020 1/bohr: TE = 0.2161, TM = 2.785e-01
Same with a field along z of 5e-06 a.u.
  k = 0.000 1/bohr: TE = 0.4315, TM = 1.102e-26
  k = 0.005 1/bohr: TE = 0.4236, TM = 2.875e-03
  k = 0.010 1/bohr: TE = 0.3781, TM = 5.305e-02
Small-k power of TM strength: symmetric 4.007, with field 2.003
LH Bloch strengths at spin-orbit splitting 0.010 hartree, units |p|^2
  tetragonal term +0.001 hartree: Z weight 0.6201, TE 0.3799, TM 1.2402
  tetragonal term -0.001 hartree: Z weight 0.7088, TE 0.2912, TM 1.4176
```
